Counting Form Factors for Zincblende under [001] and [111] Strain

**Problem**

An empirical pseudopotential calculation for a zincblende crystal keeps the Fourier coefficients of the potential on four shells of reciprocal-lattice vectors: (111), (200), (220) and (311). The crystal is strained homogeneously, with stretch 1+e∥ along an axis n and 1+e⊥ in every direction across it, and e∥ ≠ e⊥. Treat n = [001] and n = [111].

(a) Into how many distinct lengths does each shell split?

(b) How many form-factor values does each calculation need, counting symmetric and antisymmetric values separately?

(c) For a model crystal at about one per cent strain, how much does a wrong set of values matter?

The conventions are these. Unstrained vectors are G = (2π/a)(h,k,l), with a the cubic lattice constant. Each atom carries a local, spherical potential that moves rigidly with it. The coefficient at G = 0 is left out of the count, because it shifts all bands together. A vector belongs to a shell by its label (h,k,l), whatever its length after strain. A form-factor value is needed if it enters some Fourier coefficient with non-zero weight.

**A tempting solution, with a wrong result**

The first half of this solution is sound. A lattice vector R becomes R′ = (1+ε)R, where ε is the symmetric strain matrix. The strained reciprocal vector must keep the product with every lattice vector, G′·R′ = G·R, so

G′ = (1+ε)⁻¹G.

Split G into a part along n, of size g = G·n, and a part across n, of squared size |G|² − g². The inverse matrix divides the first by 1+e∥ and the second by 1+e⊥. The two parts stay perpendicular, so

|G′|² = (|G|² − g²)/(1+e⊥)² + g²/(1+e∥)².

Collecting the terms in g² gives

|G′|² = |G|²/(1+e⊥)² + g²[1/(1+e∥)² − 1/(1+e⊥)²].

Within a shell |G| is fixed, and the bracket is non-zero because the two stretches are positive and different. Two members of a shell therefore have equal strained lengths if and only if they have equal g².

For n = [001], g² = (2π/a)²l², and the values of |l| are counted:

(111): |l| = 1 for all 8 vectors; one length.
(200): |l| = 2 for 2 vectors, 0 for 4; two lengths.
(220): |l| = 2 for 8 vectors, 0 for 4; two lengths.
(311): |l| = 3 for 8 vectors, 1 for 16; two lengths.

For n = [111], g² = (2π/a)²s²/3 with s = h+k+l, and the values of |s| are counted:

(111): |s| = 3 for 2 vectors, 1 for 6; two lengths.
(200): |s| = 2 for all 6 vectors; one length.
(220): |s| = 4 for 6 vectors, 0 for 6; two lengths.
(311): |s| = 5 for 6 vectors, 3 for 12, 1 for 6; three lengths.

The last line follows by choosing the overall sign so that the 3 is positive. The sum is then 3+1+1, 3+1−1 (in two ways) or 3−1−1. Three positions for the 3 and two overall signs multiply each case by six.

The totals are 7 lengths for [001] and 8 for [111].

The second half goes from lengths to values. In unstrained zincblende, (111) and (311) need both a symmetric value V_S and an antisymmetric value V_A, (200) needs V_A alone, and (220) needs V_S alone. The tempting step applies this rule to every strained length:

[001]: 2×1 + 1×2 + 1×2 + 2×2 = 10,
[111]: 2×2 + 1×1 + 1×2 + 2×3 = 13.

The first number is right. The second is wrong for a crystal whose atoms are free to relax.

**Where the fault lies**

The rule about (200) and (220) is not a property of their lengths or their labels. It comes from interference between the two atoms of the cell, and so from the vector d that joins them. Strain fixes how the lattice vectors change, but it does not by itself fix how d changes. The tempting solution assumed without saying so that d follows the lattice, d′ = (1+ε)d. Symmetry enforces this for [001] strain, but not for [111] strain.

**The right solution**

Put the origin halfway between the two atoms, atom 1 at −d/2 and atom 2 at +d/2. Let v₁ and v₂ be the Fourier transforms of the atomic potentials divided by the volume of the primitive cell. Moving an atom to position p multiplies its transform by exp(−iG·p), so

V(G) = v₁ exp(iG·d/2) + v₂ exp(−iG·d/2).

With φ = G·d/2, write each exponential as cosφ ± i sinφ and collect:

V(G) = V_S cosφ + iV_A sinφ,
V_S = v₁ + v₂, V_A = v₁ − v₂.

Because the atomic potentials are spherical, V_S and V_A depend on direction in no way, and on G through its length alone. The direction enters through φ. In the strained crystal G and d are replaced by G′ and d′.

*Atoms that follow the lattice.* Here G′·d′ = G·d, as for lattice vectors. With d = (a/4)(1,1,1),

φ = ½(2π/a)(a/4)(h+k+l) = πs/4.

For (111) and (311), s is odd and both cosφ and sinφ have magnitude 1/√2. For (200), s = ±2, so φ = ±π/2 and cosφ = 0: V_S drops out. For (220), s = 0 or ±4, so φ = 0 or ±π and sinφ = 0: V_A drops out. This is the familiar rule, now with its condition attached.

*[001] strain.* Take an atom as origin and consider the operation

(x,y,z) → (y,−x,−z),

a quarter turn about the strain axis combined with a reflection through the plane across it. The four neighbours lie along (1,1,1), (1,−1,−1), (−1,−1,1) and (−1,1,−1), and the operation carries each into the next and the last into the first. It exchanges x and y up to sign and keeps the z axis, so it survives a strain that treats x and y alike. Suppose one sublattice shifts by u = (u_x,u_y,u_z) relative to the other, beyond the affine motion. If the relaxed crystal keeps the symmetry, u must be unchanged by the operation:

u_x = u_y, u_y = −u_x, u_z = −u_z.

The first two equations give u_x = −u_x, hence u_x = u_y = 0, and the third gives u_z = 0. There is no shift, φ remains πs/4, and the count of 10 stands: five symmetric values and five antisymmetric ones.

*[111] strain.* What survives now is the threefold axis along [111] and the mirror planes that contain it. A shift along [111] is unchanged by all of these, so symmetry permits it, and in general the forces between atoms produce it.

To describe its size, write out the strain matrix. Its off-diagonal elements are all equal to

γ = (e∥ − e⊥)/3,

and its diagonal elements are all equal to δ = (e∥ + 2e⊥)/3. The off-diagonal part acting on (1,1,1) gives 2γ(1,1,1). The affine bond is therefore (1+δ+2γ)d, and this equals (1+e∥)d, as it must for a vector along the axis. The internal-strain parameter ζ states what fraction of the shear part 2γd is taken back by the shift:

d′ = (1+e∥)d − 2ζγd.

At ζ = 0 the atoms follow the lattice. To see the meaning of ζ = 1, compare the four bonds. The bond along [111] has relative length change

δ + 2γ(1−ζ).

Another bond is b = (a/4)(1,−1,−1). The off-diagonal strain changes it by (a/4)(−2γ,0,0), and the shift changes it by −2ζγ(a/4)(1,1,1). Projecting these changes on b and dividing by |b|² = 3(a/4)² gives, to first order, the relative length change

δ + (−2γ + 2ζγ)/3 = δ − (2γ/3)(1−ζ).

The other two bonds are equivalent to this one by the threefold axis. At ζ = 1 all four bonds thus change by δ and stay equal to first order. A real crystal compromises between stretching bonds and bending the angles between them.

Now the phase. Since d′ lies along n, the component of G′ along n is all that matters, and that component is g/(1+e∥). Relative to πs/4, the phase is multiplied by (1+e∥−2ζγ)/(1+e∥):

φ = (πs/4)(1−η), η = 2ζγ/(1+e∥).

For (200), s = ±2 gives

|cosφ| = |cos(π/2 − πη/2)| = |sin(πη/2)|.

This is non-zero for small non-zero η, so V_S(200) is needed. For the (220) vectors with s = ±4,

|sinφ| = |sin(π − πη)| = |sin(πη)|,

so V_A is needed at their length. For the (220) vectors with s = 0 the phase is zero for any η, since they are perpendicular to the shift. Their V_A stays out. The weights in the odd-s shells change a little but do not vanish at small η. Exactly two values are added to the 13.

**Answer to (a) and (b)**

The numbers of lengths are 1, 2, 2, 2 for [001] and 2, 1, 2, 3 for [111], in the order of the shells. The needed values, written as symmetric + antisymmetric, are:

(111): [001] 1+1; [111] 2+2.
(200): [001] 0+2; [111] 1+1.
(220): [001] 2+0; [111] 2+1.
(311): [001] 2+2; [111] 3+3.

The sums are 5+5 = 10 and 8+7 = 15, against 3+3 = 6 without strain. With ζ = 0 the [111] sum falls to 7+6 = 13, the tempting result.

In diamond-structure silicon the two atoms are alike and V_A = 0. The symmetric values alone remain: 3 without strain, 5 for [001], 7 for [111] with affine atoms, and 8 with the shift. The extra coefficient is again (200), which the shift makes non-zero.

Two conditions belong to the length totals. If e∥ = e⊥, the crystal expands uniformly and each shell keeps one length. And lengths from different shells must not coincide. Every member of a shell has a length between |G| divided by the larger stretch and |G| divided by the smaller. The closest two of the four shells are (111) and (200), with length ratio √(4/3) = 1.155, so no coincidence can occur while the ratio of the larger to the smaller stretch is below this number.

The 15 values are not 15 free fitting parameters. They are readings from two curves, V_S and V_A as functions of length. For small strain each reading is the unstrained value plus a slope times the change of length, apart from the known volume factor. The two new values already carry a weight proportional to the strain, so at first order they may be read at the unstrained length. A calculation linear in strain then needs six values, their six slopes, and V_S(200) and V_A(220): 14 form-factor numbers, which serve both strain directions; the [111] case needs ζ in addition. For the model below, these 14 numbers reproduce the valence splittings at one per cent strain to about 2 meV, while changing ζ by 0.1 moves the [111] splitting by about 17 meV.

**A model crystal: part (c)**

Take a = 0.54 nm, e∥ = 1.0 %, e⊥ = −0.3 % and ζ = 0.5. These are round values of the order met in strained silicon. The ratio of the two strains suits uniaxial stress along [001]; for stress along [111], silicon contracts less across the axis, by about 0.18 % for a stretch of 1 %. With t = (|G′|a/2π)², which equals h²+k²+l² without strain, let the form factors in eV be

V_S = 0.75(t−7)/{1+exp[(t−10)/1.5]},
V_A = 1.5 exp(−t/6),

both divided by the relative volume (1+e∥)(1+e⊥)², since v₁ and v₂ contain the inverse cell volume. The first curve has round parameters of silicon-like magnitude. The second is a model addition that makes the crystal polar.

The lengths follow from the formula. The unstrained (200) length is 4π/a = 23.271 nm⁻¹. Under [001] strain it becomes

23.271/1.01 = 23.041 nm⁻¹ for two vectors,
23.271/0.997 = 23.341 nm⁻¹ for four.

Under [111] strain the two (111) lengths are 19.954 and 20.185 nm⁻¹, where V_S is −3.005 and −2.953 eV. The members of one former shell now differ by 52 meV in their symmetric value.

For the sublattice shift,

γ = (0.010+0.003)/3 = 0.00433,
η = 2×0.5×0.00433/1.01 = 0.00429.

The new weights are sin(πη/2) = 0.0067 for V_S(200) and sin(πη) = 0.0135 for V_A(220). Multiplied by the form factors, they contribute

2.209 eV × 0.0067 = 15 meV,
0.400 eV × 0.0135 = 5 meV

to the magnitudes of the real and imaginary parts of the respective Fourier coefficients. These are small beside the other coefficients, but strain effects on bands are small too.

To see the effect on the bands, the Hamiltonian

H(G₁,G₂) = (ħ²|G₁′|²/2m)δ(G₁,G₂) + V(G₁′−G₂′)

was diagonalized at the zone centre, with m the free-electron mass, δ(G₁,G₂) equal to 1 for equal labels and 0 otherwise, and the 137 plane waves that have h²+k²+l² ≤ 24. Without strain the valence top is threefold degenerate and lies 3.24 eV below the next level. Both strains split it into a singlet and a doublet. The energy of the singlet minus that of the doublet is:

[001], all 10 values: −72 meV.
[001], one frozen value per shell: −125 meV.
[111], all 15 values: −123 meV.
[111], one frozen value per shell: −286 meV.
[111], V_S(200) and V_A(220) left out: −88 meV.
[111], affine atoms, 13 values: −37 meV.

"Frozen" means that the curves are read at the unstrained lengths, while the kinetic energies, the phases and the volume factor are those of the strained crystal. In this four-shell model, freezing makes the splitting too large by a factor of 1.7 for [001] and 2.3 for [111]. With the same curves extended to all shells up to (422), the factors are 1.4 and 2.4.

The last two lines separate two errors. Someone who moves the atoms correctly but keeps the old extinction rule obtains −88 instead of −123 meV, an error of 29 % of the full result. Someone who ignores the shift altogether obtains −37 meV, an error of 70 %. The larger error arises because the shift also alters the weights of values that were present before.

**What limits these numbers**

The counts rest on symmetry and geometry within the four-shell local model. The splittings depend on much more. Extending the same two curves to all shells up to (422) changes the [001] splitting from −72 to −91 meV, so the cut after (311) is not harmless in this model. For [111] the result moves from −123 to −122 meV, but this near agreement is a cancellation. With affine atoms the splitting changes from −37 to −23 meV, and the part due to the shift grows in magnitude from 86 to 99 meV. Enlarging the basis to 283 plane waves changes each of these splittings by less than 1 meV, both with the four shells and with all shells up to (422). The last digit quoted is therefore not always converged. The [001] splitting moves by 0.7 meV to −73 meV with four shells and by 0.9 meV to −92 meV with the extended set, and the −88 meV entry becomes −87 meV. A basis of 531 plane waves changes the splittings by no more than a further 0.01 meV.

Selecting shells by a length cutoff instead of by label can fail at moderate strain. With e⊥ = −0.3e∥ held fixed, solving the length formula numerically for [111] tension shows the shortest (222) vectors meeting the longest (311) vectors at e∥ = 3.5 %. In units of (2π/a)², both squared lengths are then

12/1.035² ≈ 11.2,
(32/3)/0.990² + (1/3)/1.035² ≈ 11.2.

In [111] compression the two shells meet at −5.0 %. For [001] the corresponding strains are 16 % in tension and −6.8 % in compression. Beyond such a point a fixed number of shortest vectors is no longer the set of the four labelled shells.

Strained silicon channels have strains of the order of one per cent, so the model strain is typical in size. A silicon film stretched equally in both directions of the (001) plane has the tetragonal form treated here, though with e⊥ positive and e∥ negative. The count of five symmetric values applies to it. Uniaxial stress along [110], also used in transistors, breaks the assumption of one common stretch across the axis and needs its own count. The splittings above are not predictions for silicon, because the crystal is polar and the slopes of its curves were not fitted to any material. Spin–orbit coupling, which the model leaves out, splits the valence top of silicon by roughly 40 meV. That is more than half of the model's [001] splitting and about a third of its [111] splitting, so it must be included before valence levels are compared with a device. A nonlocal part of the pseudopotential would bring further parameters, and its effect has not been estimated here.

Temperature matters less for the lengths. With a rough constant expansion coefficient of 2.6×10⁻⁶ per kelvin, warming by 300 K changes all lengths by about 0.08 %. The smallest relative separation between neighbouring lengths of one shell in the example is 0.31 %. Uniform expansion shifts the lengths together and leaves the counts unchanged.
